\section*{Two Trivalent Acceptors per Doubly Charged Oxygen Vacancy in Hafnia, part 1}

(Sections cited here and not found follow in the second part.)

\section{First derivation: counting electrons}

\subsection{A decision about a supercell}

Suppose that a supercell of hafnia, HfO$_2$, contains 32 cations and 64 oxygen atoms, and that four hafnium atoms are to be replaced by indium. Before any structure is relaxed, one must decide how many oxygen atoms to remove. If none is removed, a neutral calculation describes a crystal with holes in its valence band. If too many are removed, it describes one with electrons in states above that band. Energies, gaps and relaxed positions then belong to a different electronic state from that of a compensated insulator. For four indium atoms the insulating choice is to remove two oxygen atoms, and the rule behind it is
\begin{equation}
V=\frac{A}{2}.
\label{eq:rule}
\end{equation}
Here $A$ is the concentration of trivalent cations on hafnium sites and $V$ is the total concentration of oxygen vacancies.

Neutrality by itself does not imply this rule. A crystal with indium and no vacancies is also neutral, since holes can balance the acceptors. The rule follows from neutrality under three further conditions: each acceptor has charge $-1$, each vacancy has charge $+2$, and no other charged species is present in an amount comparable with $A$. Charges are counted in units of the elementary charge $e$ and relative to the perfect crystal, so that an undisturbed lattice site has charge zero. The first derivation finds these charges and the rule from the number of electrons. The second asks whether a crystal in contact with oxygen gas actually reaches the required state.

\subsection{Electrons supplied and places available}

Take a crystal with $N$ cation sites and $2N$ oxygen sites. Replace $k$ hafnium atoms by indium and remove $m$ oxygen atoms, each as a neutral atom. In a mean-field description, electrons occupy one-particle levels, two per orbital. Hafnium supplies four valence electrons, indium three, and oxygen four in its $2p$ shell. Filled inner shells, including oxygen $2s$, bring as many electrons as they have places and drop out of the balance. The neutral crystal therefore supplies
\begin{align}
N_{\mathrm{el}}&=4(N-k)+3k+4(2N-m)\nonumber\\
&=4N-4k+3k+8N-4m\nonumber\\
&=12N-k-4m .
\label{eq:supply}
\end{align}

The valence band is built from three $2p$ orbitals on each oxygen atom. With two spin states per orbital it has
\begin{equation}
N_{\mathrm{band}}=6(2N-m)=12N-6m
\label{eq:capacity}
\end{equation}
places. The excess of electrons over places is
\begin{align}
N_{\mathrm{el}}-N_{\mathrm{band}}
&=(12N-k-4m)-(12N-6m)\nonumber\\
&=2m-k .
\label{eq:excess}
\end{align}
If this number is negative, the valence band contains holes. If it is positive, electrons must occupy levels above the band. A neutral crystal with a full valence band and nothing above it requires
\begin{equation}
2m-k=0,\qquad m=\frac{k}{2}.
\label{eq:count}
\end{equation}
Division by the crystal volume turns $m$ into $V$ and $k$ into $A$, which gives Eq.~(\ref{eq:rule}).

The two terms in Eq.~(\ref{eq:excess}) have separate origins. An indium atom leaves the number of band places unchanged but supplies one electron fewer than hafnium. A missing oxygen atom takes away six places but only four electrons, so two electrons lose their places in the band. Those two electrons fill the holes left by two indium atoms.

\subsection{The charges of the defects}

The same count gives the charge of a cell whose valence band is full and whose higher levels are empty. The positive charge of the atomic cores, after the inner shells are included, equals the number of valence electrons in the neutral cell, $N_{\mathrm{el}}$. The electrons present number $N_{\mathrm{band}}$. Hence the cell has charge
\begin{equation}
Q=N_{\mathrm{el}}-N_{\mathrm{band}}=2m-k .
\label{eq:cellcharge}
\end{equation}
For one acceptor and no vacancy, $Q=-1$. For one vacancy and no acceptor, $Q=+2$. These are the charge states to choose when each defect is calculated alone in its fully ionized state.

Formal ions lead to the same values. Replacing Hf$^{4+}$ by In$^{3+}$ changes the charge by $3-4=-1$. Removing O$^{2-}$ changes it by $0-(-2)=+2$. The electron count shows why a partly covalent bond does not spoil the result: it uses the number of filled levels, not the share of electron density that one assigns to each atom. Mixing between oxygen and cation orbitals changes the shape of the levels. As long as the number of levels below the gap is unchanged, the count stands.

\subsection{Why orbital mixing leaves the count intact}

This last condition can be proved for a simple model and then checked by diagonalization. Give each cation one $s$ orbital and each oxygen three $p$ orbitals. Let the cation energies be $7.0$ eV for hafnium and $6.5$ eV for indium, with the oxygen orbitals at zero. Neighbouring cation and oxygen orbitals are coupled with strength $1.2$ eV times the direction cosine. Neighbouring oxygen atoms are coupled by $0.4$ eV for $p$ orbitals pointing along the bond and by $-0.1$ eV for those perpendicular to it. There is no direct coupling between cations.

Consider first the oxygen orbitals alone. They form a simple cubic lattice, with neighbours along the coordinate axes. A given $p$ orbital has at most two neighbours along its own axis and four in the perpendicular directions. The sum of the magnitudes of its couplings is therefore at most
\begin{equation}
2(0.4)+4(0.1)=1.2\ \mathrm{eV}.
\end{equation}
No eigenvalue of the oxygen block can exceed this sum. To see this, take the eigenvector component of largest magnitude: its eigenvalue equation equates the eigenvalue times that component to a sum of couplings times components no larger than it. Removing oxygen atoms removes terms from the sum and preserves the bound.

Now let $D=3(2N-m)$ be the number of oxygen orbitals. On the space they span, the expectation value of the full Hamiltonian is at most $1.2$ eV. At least $D$ eigenvalues of the full Hamiltonian must then lie at or below $1.2$ eV. If there were fewer, the eigenvectors with higher energy would span a space large enough to share a nonzero vector with the oxygen space. That vector would have an expectation value above $1.2$ eV, a contradiction. The same argument applied to the $N$ cation orbitals, whose expectation values are at least $6.5$ eV, shows that at least $N$ eigenvalues lie at or above $6.5$ eV. Since there are $D+N$ eigenvalues in all, exactly $D$ lie below the gap in this model, for any strength of the coupling between cations and oxygen.

For the supercell of the opening example, $N=32$ and $k=4$. Equations~(\ref{eq:supply}) and (\ref{eq:capacity}) become
\begin{equation}
N_{\mathrm{el}}=380-4m,\qquad N_{\mathrm{band}}=384-6m .
\end{equation}
Diagonalization with the four indium sites and the order of oxygen removal chosen at random gives the separation between the highest filled and lowest empty levels of the neutral cell:
\begin{center}
\begin{tabular}{ccc}
$m$ & excess $2m-4$ & separation (eV)\\
0 & $-4$ & 0.000\\
1 & $-2$ & 0.000\\
2 & 0 & 5.739\\
3 & 2 & 0.609\\
4 & 4 & 0.106
\end{tabular}
\end{center}
For $m=0$ and $m=1$ the last filled and first empty levels are both in the oxygen band. For $m=2$ they lie on opposite sides of the gap, and their separation agrees with the lower bound $6.5-1.2=5.3$ eV. For $m=3$ and $m=4$ both are above the gap, so the quoted separation is a spacing between cation levels.

This model tests the count, not the energies of real hafnia. With one $s$ orbital per cation it does not describe the levels that a real vacancy can place inside the gap. Such levels do not alter Eq.~(\ref{eq:count}) if they derive from cation states and are empty. If they hold electrons, the vacancy no longer has charge $+2$.

\subsection{Defects that bind to one another}

An acceptor and a vacancy attract because their charges have opposite signs, and the vacancies need not be isolated. Let $n_{ij}$ be the concentration of clusters containing $i$ acceptors and $j$ vacancies, with isolated defects included as clusters of one member. If all constituents keep their charges, a cluster has charge $2j-i$. Neutrality gives
\begin{align}
0&=\sum_{ij}(2j-i)n_{ij}\nonumber\\
&=2\sum_{ij}j n_{ij}-\sum_{ij}i n_{ij}=2V-A ,
\label{eq:clusters}
\end{align}
because the two sums count all vacancies and all acceptors. Binding changes where the defects are and how many are free. It does not change $V/A$ under the stated charge conditions.

A simple binding model shows how different the free and total numbers can be. Let $a$, $v$, $b$ and $c$ be free acceptors, free vacancies, pairs, and triples of two acceptors with one vacancy, each per cation site. In the fluorite lattice an oxygen site has four cation neighbours. In the dilute approximation, placing an acceptor on one chosen neighbour multiplies the statistical weight by $a$ and by a Boltzmann factor for binding. There are four ways to form a pair and six ways to choose two neighbours for a triple, so
\begin{equation}
b=4av\,e^{B_1/k_{\mathrm B}T},\qquad
c=6a^2v\,e^{B_2/k_{\mathrm B}T}.
\end{equation}
Here $k_{\mathrm B}$ is Boltzmann's constant, $T$ is temperature, and $B_1$ and $B_2$ are the binding energies of the pair and triple. Larger clusters are omitted from this numerical model, though Eq.~(\ref{eq:clusters}) covers them.

The pair has charge $+1$ and the triple is neutral. The balances are therefore
\begin{equation}
2v+b=a,\qquad a+b+2c=x,
\label{eq:binding}
\end{equation}
where $x$ is the acceptor fraction of the cations. Substitution of the first equation in the second gives $2v+2b+2c=x$, so the total vacancy number per cation is $v+b+c=x/2$.

Take $x=0.05$, $T=1000$ K, $B_1=0.4$ eV and $B_2=0.7$ eV, the energies being round model inputs. Per acceptor, the solution has $0.037$ free vacancies, $0.256$ pairs and $0.207$ triples. Their sum is $0.500$. Only about seven per cent of the vacancies are free, since $0.037/0.500\simeq0.07$, yet the total is unchanged. An experiment sensitive to free vacancies would therefore not measure $V$ directly in this model. The expression for $c$ assumes that acceptors can move together to form triples. If they are instead frozen at random on the cation sites, only acceptors that happen to be neighbours can share a vacancy; the same energies then give about $0.04$ free vacancies, $0.31$ pairs and $0.15$ triples per acceptor, with the same total.

\subsection{Composition and the limits of the count}

For an acceptor fraction $x$, the number of vacancies per cation is $x/2$. The composition is
\begin{equation}
\mathrm{Hf}_{1-x}\mathrm{In}_x\mathrm{O}_{2-x/2}.
\end{equation}
There are two oxygen sites per cation, so the vacant fraction of oxygen sites is
\begin{equation}
s=\frac{x/2}{2}=\frac{x}{4}.
\label{eq:s}
\end{equation}
At $x=0.05$ the oxygen content is $1.975$ per cation and $s=0.0125$.

An odd number of acceptors in a finite cell cannot satisfy Eq.~(\ref{eq:count}) with an integer number of vacancies. One may double the cell or assign the charge given by Eq.~(\ref{eq:cellcharge}). In a macroscopic crystal the rule concerns average concentrations, so this restriction has no effect.

The valence of the dopant matters more. The count treats indium as In$^{3+}$, with its $5s$ level empty. If each indium instead kept two electrons in a filled $5s$ level, the number of filled places would increase by $2k$. The balance would read $2m-k=2k$, giving $m=3k/2$, or three vacancies for two indium atoms. Equation~(\ref{eq:rule}) is thus a statement about the trivalent state, not about the element indium under every condition.

The electron count identifies the composition that is both neutral and insulating. It does not show that the crystal will acquire that composition by losing oxygen, rather than keeping holes or taking up some other charged defect. That question requires energies and a source or sink for oxygen.

\section{Second derivation: electrostatics and defect equilibrium}

\subsection{Starting point}

The symbols retained from the first half are $A$ for the total acceptor concentration, $V$ for the total vacancy concentration, $x$ for the acceptor fraction of cations, and $s=x/4$ for the vacant fraction of oxygen sites under full compensation. Electron counting gave charge $-1$ to a trivalent acceptor and $+2$ to a vacancy without trapped electrons. These charges now enter as known quantities. The ratio $V/A$ is left open, and so is the local charge balance.

The example is a film $10$ nm thick, annealed at $T=1000$ K in $760$ Torr of oxygen, with $x=0.05$. A cubic lattice constant of $0.51$ nm, a rough value, and four cations per cubic cell give a cation density $N=3.02\times10^{22}$ cm$^{-3}$. Then $A=xN=1.51\times10^{21}$ cm$^{-3}$, and the ideal vacancy density is $A/2=7.54\times10^{20}$ cm$^{-3}$.

Electron counting has shown that a neutral, insulating crystal with trivalent acceptors and doubly charged vacancies has $V=A/2$, even when the defects bind to one another. It remains to ask whether a film that exchanges oxygen with a gas actually reaches this state, which requires electrostatics and defect energies.
